# Hückel cost of isolating an allyl anion in cyclopentadienyl and indenyl slippage

**Question**

I am trying to understand ring slippage in cyclopentadienyl and indenyl metal precursors. When the ligand goes from \(\eta^5\) to \(\eta^3\), the metal keeps three carbons, which I would like to treat as an allyl anion, and the rest of the ring is released. I want to use simple Hückel theory to compare what this costs the two ligands.

I am stuck in three places. I am not sure which energies to subtract, since the charge has to go somewhere. For indenyl I face a \(9\times9\) determinant and do not see how to handle it by hand. And people say that indenyl slips more easily "because benzene is aromatic", but its ring was already conjugated before the slip, so what exactly is gained? Finally, may I read the difference as a difference of activation energies?

**Answer**

**Which energies to subtract**

Treat both ligands as anions. Cyclopentadienyl (Cp) then has six \(\pi\) electrons on five carbons, and indenyl has ten on nine. The slipped ligand is modelled as two \(\pi\) systems with no coupling between them: an allyl anion on C1–C2–C3 with four electrons, and a neutral remainder. The remainder is ethene for Cp (two electrons) and benzene for indenyl (six electrons). The electron number is the same before and after.

Take one Coulomb integral \(\alpha\) for all carbons, one resonance integral \(\beta<0\) for all bonded pairs, and no overlap. The Hückel matrix is \(\alpha\mathbf 1+\beta A\), where \(A_{rs}=1\) for bonded atoms and zero otherwise. If \(x\) is an eigenvalue of \(A\), the orbital energy is

\[
\varepsilon=\alpha+\beta x=\alpha-|\beta|x ,
\]

so large positive \(x\) means strongly bonding. With \(N\) electrons in doubly filled orbitals,

\[
E_\pi=N\alpha-|\beta|W,\qquad W=2\sum_{\rm filled}x_i .
\]

The cost of isolation is \(E_\pi(\text{fragments})-E_\pi(\text{ligand})\). The terms in \(\alpha\) cancel because \(N\) is unchanged, which leaves \(D|\beta|\) with

\[
D=W_{\rm ligand}-W_{\rm allyl}-W_{\rm rest}.
\]

**The fragments**

For allyl the equations are \(xc_1=c_2\), \(xc_2=c_1+c_3\), \(xc_3=c_2\). The odd solution has \(c_3=-c_1\), \(c_2=0\), so \(x=0\). The even solutions have \(c_3=c_1\), hence \(c_2=xc_1\) and \(xc_2=2c_1\), so \(x^2=2\). Four electrons fill \(\sqrt2\) and \(0\):

\[
W_{\rm allyl}=2\sqrt2+0=2.828 .
\]

Ethene has \(x=\pm1\), so \(W=2\). A ring of \(n\) atoms obeys \(xc_j=c_{j-1}+c_{j+1}\). The wave \(c_j=e^{2\pi ijk/n}\) solves it with \(x_k=2\cos(2\pi k/n)\). Benzene therefore has \(2,1,1,-1,-1,-2\), and \(W=2(2+1+1)=8\).

**Cyclopentadienyl**

For \(n=5\) put \(z=e^{2\pi i/5}\) and \(u=z+z^{-1}=2\cos72^\circ\). The five fifth roots of unity sum to zero:

\[
1+(z+z^{-1})+(z^2+z^{-2})=1+u+(u^2-2)=0
\;\Rightarrow\; u^2+u-1=0 .
\]

The positive root is \(u=(\sqrt5-1)/2=0.618\). The levels are \(2\), twice \(0.618\) and twice \(-1.618\), and six electrons fill the first three:

\[
W_{\rm Cp}=2(2+2u)=4+2(\sqrt5-1)=2+2\sqrt5=6.472 .
\]

Subtracting the fragments gives

\[
D_{\rm Cp}=2+2\sqrt5-2\sqrt2-2=2(\sqrt5-\sqrt2)=1.644 .
\]

**Indenyl without a nine-by-nine determinant**

Indenyl has a mirror plane through C2 that exchanges C1 with C3, C7a with C3a, C7 with C4 and C6 with C5. Each orbital can be chosen even or odd under it. Call the amplitudes \(a\) on C2, \(b\) on C3, \(c\) on C3a, \(d\) on C4 and \(e\) on C5. The partner atoms carry the same amplitudes (even) or their negatives (odd).

In the odd case \(a=0\), and the bonds C3a–C7a and C5–C6 join amplitudes of opposite sign:

\[
xb=c,\quad xc=b-c+d,\quad xd=c+e,\quad xe=d-e .
\]

Set \(b=1\); if \(b\) were zero, all the others would vanish too. Working along the chain,

\[
c=x,\quad d=(x+1)c-b=x^2+x-1,\quad e=xd-c=x^3+x^2-2x .
\]

The last equation, \((x+1)e-d=0\), becomes

\[
x^4+2x^3-2x^2-3x+1=0 .
\]

With \(v=x^2+x\) this is \(v^2-3v+1=0\), because \(v^2=x^4+2x^3+x^2\). Hence \(v=(3\pm\sqrt5)/2\) and \(x=\tfrac12\left(-1\pm\sqrt{1+4v}\right)\). The four levels are \(1.1935,\ 0.2950,\ -1.2950,\ -2.1935\).

In the even case the same two bonds join equal amplitudes, and C2 has two equal neighbours:

\[
xa=2b,\quad xb=a+c,\quad xc=b+c+d,\quad xd=c+e,\quad xe=d+e .
\]

Set \(a=2\), so \(b=x\). Then

\[
\begin{aligned}
c&=xb-a=x^2-2,\\
d&=(x-1)c-b=x^3-x^2-3x+2,\\
e&=xd-c=x^4-x^3-4x^2+2x+2 .
\end{aligned}
\]

The closing condition \((x-1)e-d=0\) gives

\[
x^5-2x^4-4x^3+7x^2+3x-4=0 .
\]

I solved this one numerically: \(2.3226,\ 1.5450,\ 0.7293,\ -0.9016,\ -1.6952\).

Five of the nine levels are positive, and ten electrons fill just these. Their sum is

\[
2.3226+1.5450+0.7293+1.1935+0.2950=6.0854 ,
\]

and twice the unrounded sum is \(W_{\rm Ind}=12.1707\). Therefore

\[
D_{\rm Ind}=12.1707-2.8284-8=1.342 .
\]

So isolation costs about \(1.64|\beta|\) for Cp and \(1.34|\beta|\) for indenyl. The difference is \(0.30|\beta|\).

**A second route that needs no roots**

Both ligands have only positive levels filled and only negative ones empty. Since \(A\) has zero trace, the positive levels sum to minus the sum of the negative ones, so \(W=\sum|x_i|\) over all levels. The same holds for the fragments, where the allyl level at zero adds nothing. Let \(P\) be the characteristic polynomial of the ligand and \(P_f\) the product of those of its fragments. On the imaginary axis \(\ln|P(iy)|=\tfrac12\sum\ln(y^2+x_i^2)\), and

\[
\int_0^\infty\ln\frac{y^2+x^2}{y^2+x'^2}\,dy=\pi\left(|x|-|x'|\right).
\]

Pairing ligand levels with fragment levels gives

\[
D=\frac2\pi\int_0^\infty\ln\left|\frac{P(iy)}{P_f(iy)}\right|dy .
\]

For indenyl \(P\) is the quintic times the quartic, and \(P_f=(x^3-2x)(x^2-4)(x^2-1)^2\). For Cp, \(P=(x-2)(x^2+x-1)^2\) and \(P_f=(x^3-2x)(x^2-1)\). Numerical quadrature returns 1.6437 and 1.3423, in agreement with the sums over levels.

**What is gained in indenyl**

You are right that the six-ring was conjugated from the start. The useful question is how strongly the allyl part is tied to the rest. Multiply the two linking bonds by a factor \(t\), with \(t=1\) the intact ligand and \(t=0\) the isolated fragments. For a normalized real orbital \(c_i\),

\[
\frac{dx_i}{dt}=c_i^{T}\frac{dA}{dt}c_i=2\sum_{\rm links}c_{ir}c_{is},
\]

where \(r,s\) are the two ends of a link, and the 2 appears because \(A\) contains both \(rs\) and \(sr\). Sum over filled orbitals with two electrons each, and use the bond order \(p=2\sum_{\rm filled}c_{ir}c_{is}\):

\[
\frac{dW}{dt}=2\sum_{\rm links}p=4p(t),\qquad D=\int_0^1 4p(t)\,dt .
\]

The two links are equivalent by symmetry, hence the 4. The set of filled orbitals does not change on the way. The even and odd blocks of \(A\) have determinants \(-2\) and \(-t^2\) for Cp, and \(4\) and \(t^2\) for indenyl. None vanishes for \(t>0\), so no level crosses zero.

In the intact ligands the linking bond order is 0.647 for Cp and 0.566 for indenyl. Averaged over \(t\) it is 0.411 and 0.336, and four times these averages returns the two costs. Indenyl had the lower bond order at each of the 40 values of \(t\) used for the average. In this model, then, indenyl loses less because its allyl part is less strongly conjugated with the rest.

The reason can be worked out for weak links. The links connect different fragments, so there is no first-order term. In second order a filled level \(i\) shifts by \(t^2\sum_jV_{ij}^2/(x_i-x_j)\), where \(V_{ij}\) is the coupling through the two links at \(t=1\). Shifts between two filled levels cancel in the sum. What remains is

\[
W(t)-W(0)\approx t^2\sum_{i\,{\rm filled}}\ \sum_{j\,{\rm empty}}\frac{2V_{ij}^2}{x_i-x_j},
\]

with \(i\) and \(j\) on different fragments. The highest filled orbital is the nonbonding allyl orbital, \((1,0,-1)/\sqrt2\) at \(x=0\). By symmetry it couples only to odd orbitals of the rest, through the combination \(g=(\chi-\chi')/\sqrt2\) of the two atoms it is linked to.

- For ethene, \(g\) is the \(\pi^*\) orbital itself, at \(x=-1\). So \(V^2=1\) and the term is \(2\cdot1/1=2\).
- For benzene, \(g\) is spread over the odd levels \(1,-1,-2\) with weights \(w_1,w_{-1},w_{-2}\). The orbital at \(-2\) has amplitudes \(\pm1/\sqrt6\), so \(w_{-2}=(2/\sqrt{12})^2=1/3\). The weights sum to 1, and their mean level is \(g^TAg=-1\), so
\[
w_1+w_{-1}=\tfrac23,\qquad w_1-w_{-1}=-1+\tfrac23=-\tfrac13 .
\]
Hence \(w_1=1/6\) and \(w_{-1}=1/2\). The two empty levels contribute \(2\cdot\tfrac12/1+2\cdot\tfrac13/2=\tfrac43\).

The full coefficients of \(t^2\) are 2.41 for Cp and 1.71 for indenyl, so the remaining pairs add about 0.41 and 0.37, nearly the same. Most of the difference is the 2 against 4/3: benzene is a poorer acceptor for the nonbonding pair than ethene is. One sixth of \(g\) sits in a filled orbital and cannot accept, and one third lies at the higher energy \(x=-2\). The quadratic law holds for small \(t\) only; extended to \(t=1\) it would give 2.41 instead of 1.64 for Cp.

Keeping the benzene ring intact is part of what decides where the slip goes. If the allyl anion is placed on C2–C3–C3a, the remainder is a linear hexatriene and the cost is \(2.35|\beta|\). On C3–C3a–C7a it leaves ethene and butadiene, at \(2.87|\beta|\). These two placements also cut three and four bonds instead of two. With the C5–C6 bond removed, so that there is no six-ring, the three placements cost \(1.559\), \(2.075\) and \(2.547|\beta|\). Half or more of the preference for C1–C2–C3 is therefore present without the benzene ring. If the allyl part is C1–C2–C3 but the benzo ring is also broken into three separate double bonds, the cost is \(1.34+(8-6)=3.34|\beta|\).

**In electronvolts, and what the model leaves out**

These costs are delocalization energies, for which a rough thermochemical \(|\beta|\) of 0.8 eV is suitable. Then

\[
1.6437\times0.8=1.31\ \text{eV (Cp)},\qquad 1.342\times0.8=1.07\ \text{eV (indenyl)},
\]

with a difference of 0.24 eV. At 400 K, a rough temperature for a heated precursor line, \(k_BT=0.0345\) eV. The difference is then about \(7k_BT\), which corresponds to a ratio of Boltzmann factors of about \(10^3\). With a rough spectroscopic \(|\beta|\) of 2.4 eV the difference would be 0.72 eV, so the choice of \(\beta\) alone changes it threefold.

This is not a difference of activation energies. One assumption that need not hold in a real complex is complete isolation. Suppose the ring merely folds by 25° and the linking bonds scale as the cosine of that angle. The cost is then \(0.24|\beta|\) for Cp and \(0.21|\beta|\) for indenyl, about 15% of the full values, and the difference shrinks to \(0.03|\beta|\). The model contains no metal, so it cannot say how far a slipped ligand goes beyond this. The change in metal–ligand bonding, the \(\sigma\) strain and any incoming ligand also enter the barrier, and none of them is in this model.

Three other omissions can be sized for full isolation, each taken alone:

| Change to the model | Cp cost | Indenyl cost |
|---|---|---|
| none | 1.64 | 1.34 |
| neighbour overlap 0.25 | 1.12 | 0.83 |
| freed ethene bond 10% stronger | 1.44 | 1.34 |
| electron repulsion, mean field | 1.68 | 1.40 |

All entries are in units of \(|\beta|\). With overlap \(S\) between neighbours, and \(\beta\) measured relative to \(\alpha S\), each level \(x\) becomes \(x/(1+Sx)\). This lowers both costs by roughly \(0.5|\beta|\) and leaves the difference near \(0.29|\beta|\).

The third row allows for the freed double bond becoming shorter, without counting the \(\sigma\) energy of that change. It raises \(W_{\rm ethene}\) from 2 to 2.2 and cuts the difference to \(0.10|\beta|\), so of the three changes, at the sizes chosen here, this one alters the difference most. A freed bond more than about 15% stronger would reverse the order of the two costs in this estimate, because \(2\times0.15=0.30\) is the whole difference. Whether a real ethene bond exceeds that depends on how steeply \(|\beta|\) is taken to grow as the bond shortens, so this estimate alone does not settle the order. It also overstates the gain, since the \(\sigma\) energy spent on shortening the bond is left out.

The last row is a self-consistent Pariser–Parr–Pople calculation on bare anions with regular rings. It uses 1.40 Å bonds, \(|\beta|=2.4\) eV, an on-site repulsion \(U=11\) eV and the repulsion \(k/\sqrt{R^2+(k/U)^2}\) at distance \(R\), with \(k=e^2/4\pi\varepsilon_0\). The separated fragments keep their electron numbers and their mutual electrostatic interaction. One might fear that gathering the charge on three carbons penalizes the larger ligand. In this mean-field setting the difference is \(0.28|\beta|\), but the value depends on the setting. Full configuration interaction with the same parameters gives \(0.20|\beta|\). The repulsion \(k/(R+k/U)\) gives \(0.25|\beta|\) in mean field and \(0.11|\beta|\) with full configuration interaction. Removing the interaction between the fragments leaves the mean-field Cp cost at 1.68 and raises the indenyl cost to 1.55, a difference of \(0.13|\beta|\). The sign was the same in all these cases. For comparison, Hückel theory puts similar shares of the excess electron on C1–C2–C3 in the two intact ligands: 0.60 in Cp and 0.62 in indenyl.

The order of the two costs survives each of these changes at the sizes used here, but the size of the difference does not. What the model supports, with equal bond strengths throughout, is that the ligand's own \(\pi\) system resists slippage less in indenyl than in Cp. That has the right sign for the faster associative substitution known for many indenyl complexes, but it does not predict their rates.
